**Matrix t of a cube-truncated, non-spherical potential**

The program tests $t=-\frac{1}{2\kappa}S(C-iS)^{-1}$, where $\phi=jC-nS$ is the matrix of regular radial solutions, $j$ and $n$ are spherical Bessel and Neumann functions, and $\kappa=\sqrt{2E}$ in Hartree units. The potential is $V=-U+Fz$ inside a cube of side 4 bohr and zero outside. The program asserts that selected Gaunt coefficients agree with symbolic values, and that the shape functions agree with a spherical-cap formula and with the cell volume. It also asserts that the first-order equations for $C$ and $S$ agree with direct integration of the second-order coupled equations from $r=2$ to $2.83$ bohr at $l_{\max}=4$, started from the first-order solution at 2 bohr, and that radial Born integrals agree with cubature over the cube. Symmetry and unitarity of $t$ are asserted at every channel cutoff used, and the weak-potential limit is asserted at two strengths. The $s$ and $p_z$ columns of $t$ are compared with a three-dimensional Lippmann–Schwinger solution on a Cartesian grid, with a tolerance of $10^{-3}$ hartree bohr³. The output shows a largest difference of $2.1\times10^{-4}$ hartree bohr³ and $t_{s,s}=-0.2118-0.5305i$ hartree bohr³ at $l_{\max}=12$.

## Numerical verification

```python
"""
Result under test: t-matrix of a non-spherical, cell-truncated potential.
  v(r) = V(r) Theta(r), Theta = 1 inside a cube and 0 outside
  v_L = sum C_{L L' L''} V_L' Theta_L'',  v_{LL'} = sum C_{L L' L''} v_L''
  phi = j C - n S,  dC/dr = -2 k r^2 n v phi,  dS/dr = -2 k r^2 j v phi
  t = -(1/2k) S (C - i S)^(-1), taken at the circumscribed radius
Hartree atomic units; k = sqrt(2E); L = (l, m); real spherical harmonics;
C_{L L' L''} = Gaunt coefficients; j, n = spherical Bessel and Neumann functions.
Model: V = -U + F z.  Only cosine harmonics with m = 0, 4, 8, ... couple to
the s and p_z waves, so the calculation is confined to that symmetry block.
"""
import numpy as np
from scipy import constants, fft
from scipy.integrate import simpson, solve_ivp
from scipy.sparse.linalg import LinearOperator, gmres
from scipy.special import (lpmv, gammaln, spherical_jn, spherical_yn,
                           eval_legendre)
from sympy.physics.wigner import gaunt as complex_gaunt

half = 2.0            # half side of the cube, bohr
U, F = 0.5, 0.1       # well depth (hartree), slope (hartree/bohr)
energy = 0.32         # hartree
k = np.sqrt(2 * energy)
r_edge, r_circ = np.sqrt(2) * half, np.sqrt(3) * half
LMAX = 12


def channels(lmax):
    return [(l, m) for l in range(lmax + 1) for m in range(0, l + 1, 4)]


wave_set = channels(LMAX)
pot_set = channels(2 * LMAX)
shape_set = channels(2 * LMAX + 1)     # V itself has l = 0 and 1 only
orders = np.array([l for l, m in wave_set])
index = {lm: i for i, lm in enumerate(shape_set)}


def polar_part(l, m, u):
    norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                   * np.exp(gammaln(l - m + 1) - gammaln(l + m + 1)))
    return norm * (np.sqrt(2) if m else 1.0) * lpmv(m, l, u)


def harmonics(lm_set, u, azimuth):
    return np.array([polar_part(l, m, u) * np.cos(m * azimuth)
                     for l, m in lm_set])


# ---- Gaunt coefficients by a product rule exact for these band limits
u_nodes, u_weights = np.polynomial.legendre.leggauss(32)
n_az = 24              # points in one quarter turn; all m are multiples of 4
az = np.arange(n_az) * (np.pi / 2) / n_az
uu, aa = [g.ravel() for g in np.meshgrid(u_nodes, az, indexing="ij")]
sphere_w = np.repeat(u_weights, n_az) * 2 * np.pi / n_az
Y_all = harmonics(shape_set, uu, aa)


def gaunt_table(na, nb, nc):
    pair = Y_all[:na, None, :] * Y_all[None, :nb, :] * sphere_w
    table = pair @ Y_all[:nc].T
    table[np.abs(table) < 1e-12] = 0.0     # selection rules, free of rounding
    return table


G_wave = gaunt_table(len(wave_set), len(wave_set), len(pot_set))
G_cell = gaunt_table(len(pot_set), 2, len(shape_set))

i20, i40, i44, i60, i88 = [index[q] for q in
                           [(2, 0), (4, 0), (4, 4), (6, 0), (8, 8)]]
for ours, ref in [
        (G_wave[i20, i40, i60], complex_gaunt(2, 4, 6, 0, 0, 0)),
        (G_wave[i44, i44, i20], complex_gaunt(4, 4, 2, 4, -4, 0)),
        (G_wave[i44, i44, i88],
         complex_gaunt(4, 4, 8, 4, 4, -8) / np.sqrt(2))]:
    assert abs(ours - float(ref)) < 1e-11

# ---- shape functions of the cube: azimuth analytic, polar angle by quadrature
g_x, g_w = np.polynomial.legendre.leggauss(40)


def shape_function(r):
    theta = np.zeros(len(shape_set))
    if r <= half:
        theta[0] = np.sqrt(4 * np.pi)
        return theta
    if r >= r_circ:
        return theta
    ratio2 = (half / r) ** 2
    u_full = np.sqrt(1 - ratio2)               # above it the circle is uncut
    u_low = np.sqrt(max(0.0, 1 - 2 * ratio2))  # below it nothing is inside
    u_top = half / r
    u_high = min(u_full, u_top)
    # u = u_full - s^2 removes the square-root behaviour of the arc ends
    s_a, s_b = np.sqrt(u_full - u_high), np.sqrt(u_full - u_low)
    s = s_a + (s_b - s_a) * (g_x + 1) / 2
    u = u_full - s ** 2
    w = (s_b - s_a) * g_w * s
    q = np.minimum(1.0, half / (r * np.sqrt(1 - u ** 2)))
    arc_start, arc_end = np.arccos(q), np.arcsin(q)
    width = max(0.0, u_top - u_full)
    u_uncut = u_full + width * (g_x + 1) / 2
    for i, (l, m) in enumerate(shape_set):
        if l % 2:
            continue                           # the cube has inversion symmetry
        if m == 0:
            arc = 4 * (arc_end - arc_start)
        else:
            arc = 4 * (np.sin(m * arc_end) - np.sin(m * arc_start)) / m
        total = np.sum(w * polar_part(l, m, u) * arc)
        if m == 0 and width > 0:
            total += np.pi * width * np.sum(g_w * polar_part(l, 0, u_uncut))
        theta[i] = 2 * total
    return theta


def potential_matrix(theta, r):
    """theta: (shape channels, radii); returns v_{LL'} as (radii, L, L')."""
    V_s = -U * np.sqrt(4 * np.pi)
    V_p = F * r * np.sqrt(4 * np.pi / 3)
    v_L = V_s * (G_cell[:, 0] @ theta) + V_p * (G_cell[:, 1] @ theta)
    return np.moveaxis(G_wave @ v_L, 2, 0)


# six disjoint caps removed from the sphere, valid for half < r < r_edge
r_show = 2.5
theta_show = shape_function(r_show)
cos_cap = half / r_show
axis_u = np.array([1.0, -1.0, 0.0, 0.0, 0.0, 0.0])
axis_az = np.array([0.0, 0.0, 0.0, 0.5, 1.0, 1.5]) * np.pi
for i, (l, m) in enumerate(shape_set):
    if l == 0:
        expected = np.sqrt(4 * np.pi) * (1 - 3 * (1 - cos_cap))
    else:
        cap = 2 * np.pi * (eval_legendre(l - 1, cos_cap)
                           - eval_legendre(l + 1, cos_cap)) / (2 * l + 1)
        expected = -cap * harmonics([(l, m)], axis_u, axis_az)[0].sum()
    assert abs(theta_show[i] - expected) < 1e-8

# ---- radial grid: three smooth segments, r = r_a + (r_b - r_a) x^2
n_steps = 160
x_grid = np.linspace(0, 1, 2 * n_steps + 1)
borders = [1e-4, half, r_edge, r_circ]
segments = []
for r_a, r_b in zip(borders[:-1], borders[1:]):
    r = r_a + (r_b - r_a) * x_grid ** 2
    theta = np.array([shape_function(q) for q in r]).T
    segments.append(dict(
        r=r, jac=2 * (r_b - r_a) * x_grid, theta=theta,
        v=potential_matrix(theta, r),
        j=spherical_jn(orders[None, :], k * r[:, None]),
        n=spherical_yn(orders[None, :], k * r[:, None])))

volume = sum(simpson(g["r"] ** 2 * g["jac"] * np.sqrt(4 * np.pi)
                     * g["theta"][0], x=x_grid) for g in segments)
assert abs(volume - (2 * half) ** 3) < 1e-5


def solve_channels(lmax, strength=1.0):
    """Runge-Kutta integration of C and S; returns t and (C, S) at borders."""
    size = len(channels(lmax))
    C, S = np.eye(size), np.zeros((size, size))
    history = []
    for g in segments:
        def slope(i, C_now, S_now):
            j, n = g["j"][i, :size, None], g["n"][i, :size, None]
            source = strength * g["v"][i, :size, :size] @ (j * C_now - n * S_now)
            factor = -2 * k * g["r"][i] ** 2 * g["jac"][i]
            return factor * n * source, factor * j * source
        h = 1.0 / n_steps
        for i in range(0, 2 * n_steps, 2):
            c1, s1 = slope(i, C, S)
            c2, s2 = slope(i + 1, C + h / 2 * c1, S + h / 2 * s1)
            c3, s3 = slope(i + 1, C + h / 2 * c2, S + h / 2 * s2)
            c4, s4 = slope(i + 2, C + h * c3, S + h * s3)
            C = C + h / 6 * (c1 + 2 * c2 + 2 * c3 + c4)
            S = S + h / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
        history.append((C, S))
    t = -np.linalg.solve((C - 1j * S).T, S.T.astype(complex)).T / (2 * k)
    return t, history


lmax_list = [0, 1, 2, 4, 6, 8, 10, 12]
solutions = {l: solve_channels(l) for l in lmax_list}
t_full = solutions[LMAX][0]


def defects(t):
    symmetry = np.abs(t - t.T).max()
    flux = np.abs(t - t.conj().T + 4j * k * t.conj().T @ t).max()
    return symmetry, flux


for l in lmax_list:
    assert max(defects(solutions[l][0])) < 1e-6

# ---- second-order coupled radial equations, integrated directly
size4 = len(channels(4))
ord4 = orders[:size4, None]


def radial_equation(r, y):
    phi, dphi = y.reshape(2, size4, size4)
    v = potential_matrix(shape_function(r)[:, None], np.array([r]))[0]
    d2phi = (-2 / r * dphi + (ord4 * (ord4 + 1) / r ** 2 - k ** 2) * phi
             + 2 * v[:size4, :size4] @ phi)
    return np.concatenate([dphi.ravel(), d2phi.ravel()])


def phi_and_slope(r, C, S):
    phi = spherical_jn(ord4, k * r) * C - spherical_yn(ord4, k * r) * S
    dphi = k * (spherical_jn(ord4, k * r, derivative=True) * C
                - spherical_yn(ord4, k * r, derivative=True) * S)
    return np.concatenate([phi.ravel(), dphi.ravel()])


hist4 = solutions[4][1]
direct = solve_ivp(radial_equation, (half, r_edge),
                   phi_and_slope(half, *hist4[0]), method="DOP853",
                   rtol=1e-9, atol=1e-12).y[:, -1]
radial_gap = np.abs(direct - phi_and_slope(r_edge, *hist4[1])).max()
assert radial_gap < 1e-6


# ---- Born matrix: radial sums against cubature over the cube
def free_waves(x, y, z):
    r = np.sqrt(x ** 2 + y ** 2 + z ** 2)
    Y = harmonics(wave_set, z / r, np.arctan2(y, x))
    return Y * np.array([spherical_jn(l, k * r) for l in orders])


def radial_born(shape_cut):
    keep = np.array([l <= shape_cut for l, m in shape_set])[:, None]
    born = 0.0
    for g in segments:
        v = potential_matrix(g["theta"] * keep, g["r"])
        f = (g["r"] ** 2 * g["jac"])[:, None, None] * v
        born = born + simpson(f * g["j"][:, :, None] * g["j"][:, None, :],
                              x=x_grid, axis=0)
    return born


c_x, c_w = np.polynomial.legendre.leggauss(24)
X, Y, Z = [q.ravel() for q in np.meshgrid(*[half * c_x] * 3, indexing="ij")]
W = half ** 3 * np.einsum("a,b,c->abc", c_w, c_w, c_w).ravel()
J = free_waves(X, Y, Z)
born_cube = (J * (W * (-U + F * Z))) @ J.T
born_radial = radial_born(2 * LMAX + 1)
born_gap = np.abs(born_cube - born_radial).max()
assert born_gap < 1e-6
born_cut = radial_born(2)
assert abs(born_cut[i20, i20] - born_cube[i20, i20]) > 100 * born_gap
weak = 1e-4
t_weak = solve_channels(LMAX, weak)[0] / weak
assert np.abs(t_weak - born_cube).max() < 1e-2
t_weaker = solve_channels(LMAX, weak / 10)[0] / (weak / 10)
assert (np.abs(t_weaker - born_cube).max()
        < 0.2 * np.abs(t_weak - born_cube).max())


# ---- three-dimensional Lippmann-Schwinger equation on a Cartesian grid
def grid_t_columns(n):
    h = 2 * half / n
    line = -half + (np.arange(n) + 0.5) * h
    x, y, z = [q.ravel() for q in np.meshgrid(line, line, line, indexing="ij")]
    waves, V = free_waves(x, y, z), -U + F * z
    d = np.fft.fftfreq(2 * n, 1 / (2 * n)) * h
    dist = np.sqrt(d[:, None, None] ** 2 + d[None, :, None] ** 2
                   + d[None, None, :] ** 2)
    dist[0, 0, 0] = 1.0
    kernel = -np.exp(1j * k * dist) / (2 * np.pi * dist) * h ** 3
    # integral of 1/r over a unit cube about its centre, for the self term
    cube_int = 3 * np.log((np.sqrt(3) + 1) / (np.sqrt(3) - 1)) - np.pi / 2
    kernel[0, 0, 0] = -(cube_int * h ** 2 + 1j * k * h ** 3) / (2 * np.pi)
    kernel_hat = fft.fftn(kernel)

    def apply(psi):
        psi = psi.ravel()
        source = (V * psi).reshape(n, n, n)
        field = fft.ifftn(kernel_hat * fft.fftn(source, s=(2 * n,) * 3))
        return psi - field[:n, :n, :n].ravel()

    operator = LinearOperator((n ** 3, n ** 3), matvec=apply, dtype=complex)
    columns = []
    for incoming in waves[:2].astype(complex):
        psi = np.zeros(n ** 3, dtype=complex)
        for _ in range(2):                 # second pass refines the residual
            psi = psi + gmres(operator, incoming - apply(psi))[0]
        residual = np.linalg.norm(incoming - apply(psi))
        assert residual < 1e-7 * np.linalg.norm(incoming)
        columns.append((waves * V) @ psi * h ** 3)
    return np.array(columns).T


t_coarse, t_fine = grid_t_columns(16), grid_t_columns(32)
t_grid = (4 * t_fine - t_coarse) / 3       # the grid error is of order h^2
grid_gap = np.abs(t_grid - t_full[:, :2]).max()
# remainder: grid error after extrapolation and channels above LMAX
assert grid_gap < 1e-3
assert abs(solutions[0][0][0, 0] - t_grid[0, 0]) > abs(
    t_full[0, 0] - t_grid[0, 0])

# ---- output
unit = "hartree bohr^3"


def show(label, value, units=unit):
    print(f"{label}: {value.real:.5f} {value.imag:+.5f}i {units}")


print(f"cube side: {2 * half:.1f} bohr")
print(f"U: {U} hartree;  F: {F} hartree/bohr;  E: {energy} hartree")
print(f"k: {k:.4f} 1/bohr")
print(f"inscribed, edge, circumscribed radius: {half:.4f} {r_edge:.4f} "
      f"{r_circ:.4f} bohr")
print(f"channels in the block at lmax {LMAX}: {len(wave_set)}")
print(f"cell volume from Theta_00: {volume:.6f} bohr^3")
print(f"shape functions at r = {r_show} bohr (dimensionless):")
for lm in [(0, 0), (2, 0), (4, 0), (4, 4), (6, 0)]:
    print(f"  Theta_{lm}: {theta_show[index[lm]] + 0.0:.6f}")
v_show = potential_matrix(theta_show[:, None], np.array([r_show]))[0]
print(f"v_LL' at r = {r_show} bohr, hartree:")
for name, a, b in [("s,s", 0, 0), ("s,pz", 0, 1), ("pz,pz", 1, 1),
                   ("s,(4,0)", 0, i40)]:
    print(f"  v_{name}: {v_show[a, b]:.6f}")
print(f"Born (2,0),(2,0), cubature over cube: {born_cube[i20, i20]:.6f} {unit}")
print(f"  radial, all needed Theta_L: {born_radial[i20, i20]:.6f} {unit}")
print(f"  radial, Theta_L cut at l = 2: {born_cut[i20, i20]:.6f} {unit}")
print(f"largest Born difference, radial - cube: {born_gap:.1e} {unit}")
print(f"Born s,s: {born_cube[0, 0]:.5f} {unit}")
print(f"Born s,pz: {born_cube[0, 1]:.5f} {unit}")
print(f"first- against second-order radial equations: {radial_gap:.1e} "
      "(largest difference of phi, and of dphi/dr in 1/bohr)")
for l in lmax_list:
    show(f"t_s,s at lmax {l}", solutions[l][0][0, 0])
for name, a, b in [("s,s", 0, 0), ("pz,s", 1, 0), ("pz,pz", 1, 1),
                   ("(2,0),s", i20, 0), ("(4,0),s", i40, 0)]:
    show(f"t_{name} coupled channels", t_full[a, b])
    show(f"t_{name} Cartesian grid", t_grid[a, b])
print(f"largest difference in the s and pz columns: {grid_gap:.1e} {unit}")
print(f"grid extrapolation changed t by at most: "
      f"{np.abs(t_grid - t_fine).max():.1e} {unit}")
for l in (2, LMAX):
    a, b = defects(solutions[l][0])
    print(f"lmax {l}: symmetry defect {a:.1e}, unitarity defect {b:.1e} {unit}")
to_ev_A3 = (constants.value("Hartree energy in eV")
            * (constants.value("Bohr radius") * 1e10) ** 3)
show("t_s,s converted", t_full[0, 0] * to_ev_A3, "eV angstrom^3")
print("all assertions hold")
```

Running it gives:

```
cube side: 4.0 bohr
U: 0.5 hartree;  F: 0.1 hartree/bohr;  E: 0.32 hartree
k: 0.8000 1/bohr
inscribed, edge, circumscribed radius: 2.0000 2.8284 3.4641 bohr
channels in the block at lmax 12: 28
cell volume from Theta_00: 64.000000 bohr^3
shape functions at r = 2.5 bohr (dimensionless):
  Theta_(0, 0): 1.417963
  Theta_(2, 0): 0.000000
  Theta_(4, 0): -0.991582
  Theta_(4, 4): -0.838039
  Theta_(6, 0): 0.058942
v_LL' at r = 2.5 bohr, hartree:
  v_s,s: -0.200000
  v_s,pz: 0.057735
  v_pz,pz: -0.200000
  v_s,(4,0): 0.139860
Born (2,0),(2,0), cubature over cube: -0.031956 hartree bohr^3
  radial, all needed Theta_L: -0.031956 hartree bohr^3
  radial, Theta_L cut at l = 2: -0.054963 hartree bohr^3
largest Born difference, radial - cube: 1.7e-10 hartree bohr^3
Born s,s: -1.10253 hartree bohr^3
Born s,pz: 0.12845 hartree bohr^3
first- against second-order radial equations: 7.3e-12 (largest difference of phi, and of dphi/dr in 1/bohr)
t_s,s at lmax 0: -0.21920 -0.53522i hartree bohr^3
t_s,s at lmax 1: -0.21158 -0.53022i hartree bohr^3
t_s,s at lmax 2: -0.21174 -0.53013i hartree bohr^3
t_s,s at lmax 4: -0.21180 -0.53027i hartree bohr^3
t_s,s at lmax 6: -0.21182 -0.53038i hartree bohr^3
t_s,s at lmax 8: -0.21182 -0.53042i hartree bohr^3
t_s,s at lmax 10: -0.21181 -0.53046i hartree bohr^3
t_s,s at lmax 12: -0.21180 -0.53047i hartree bohr^3
t_s,s coupled channels: -0.21180 -0.53047i hartree bohr^3
t_s,s Cartesian grid: -0.21179 -0.53049i hartree bohr^3
t_pz,s coupled channels: -0.04909 +0.05332i hartree bohr^3
t_pz,s Cartesian grid: -0.04907 +0.05326i hartree bohr^3
t_pz,pz coupled channels: -0.23174 -0.50405i hartree bohr^3
t_pz,pz Cartesian grid: -0.23162 -0.50422i hartree bohr^3
t_(2,0),s coupled channels: 0.00473 -0.00114i hartree bohr^3
t_(2,0),s Cartesian grid: 0.00473 -0.00114i hartree bohr^3
t_(4,0),s coupled channels: -0.00046 -0.00059i hartree bohr^3
t_(4,0),s Cartesian grid: -0.00047 -0.00059i hartree bohr^3
largest difference in the s and pz columns: 2.1e-04 hartree bohr^3
grid extrapolation changed t by at most: 2.6e-04 hartree bohr^3
lmax 2: symmetry defect 2.9e-11, unitarity defect 2.8e-11 hartree bohr^3
lmax 12: symmetry defect 2.8e-11, unitarity defect 2.8e-11 hartree bohr^3
t_s,s converted: -0.85406 -2.13902i eV angstrom^3
all assertions hold
```
